# Crossover between hopping and exchange in adatom diffusion

## Problem

Two ways in which an isolated adatom on a crystal surface can leave its site are compared here. In a hop it passes over the barrier to a neighbouring site. In an exchange it pushes a surface atom out of the top layer and takes its place, and the displaced atom becomes the new adatom on a nearby site. Both processes are thermally activated, with total rates

$$k_h=\nu_h\,e^{-E_h/\tau},\qquad k_x=\nu_x\,e^{-E_x/\tau},\qquad \tau=k_BT .$$

The barriers are $E_h=0.40$ eV and $E_x=0.50$ eV, and the prefactors are $\nu_h=10^{12}$ s$^{-1}$ and $\nu_x=10^{14}$ s$^{-1}$. These are round model parameters and describe no particular material.

(a) At which temperature does exchange become the faster process, and is there just one such temperature?

(b) Does exchange also carry more of the diffusion from that temperature on?

"Faster" means more events per unit time. A total rate counts the jumps in all directions together. If the prefactors were given per direction instead, the answer to (a) would be the same as long as both processes have equally many directions, because the common factor cancels in the ratio of the rates. Barriers and prefactors are taken as independent of temperature, and successive jumps as independent events.

The algebra is in atomic units: energies in hartree, rates in inverse atomic units of time, and $k_B$ in hartree per kelvin. The crossover condition contains only a ratio of energies and a ratio of rates, so eV and s$^{-1}$ can be inserted directly.

## First estimate by scaling

Define the barrier difference and the prefactor ratio,

$$\Delta E=E_x-E_h=0.10\ \text{eV},\qquad R=\frac{\nu_x}{\nu_h}=100 .$$

Dividing the two rates gives

$$\frac{k_x}{k_h}=\frac{\nu_x}{\nu_h}\,e^{-(E_x-E_h)/\tau}=R\,e^{-\Delta E/\tau}. \tag{1}$$

The ratio depends on temperature through $\Delta E/\tau$ alone. The thermal energy at the crossover must therefore have the form $\tau^*=\Delta E\,f(R)$, with a dimensionless function $f$. The simplest guess is $f\approx1$: exchange catches up when the thermal energy is comparable to the extra barrier. This gives

$$T_{\text{est}}=\frac{\Delta E}{k_B}=\frac{0.10\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}\approx1160\ \text{K}.$$

The estimate contains the correct proportionality to $\Delta E$, but it ignores the size of the prefactor ratio.

## Exact solution

### The crossover temperature

The logarithm of (1) is

$$\ln\frac{k_x}{k_h}=\ln R-\frac{\Delta E}{k_BT}. \tag{2}$$

Exchange is faster when this is positive, hopping when it is negative. Its derivative,

$$\frac{d}{dT}\ln\frac{k_x}{k_h}=\frac{\Delta E}{k_BT^2},$$

is positive for $\Delta E>0$, so the logarithm rises strictly with temperature. It starts from $-\infty$ as $T\to0$ and approaches $\ln R$ as $T\to\infty$. For $R>1$ it therefore passes through zero once. For $R\le1$ it stays negative, and exchange never becomes the faster process. In the rate, a higher barrier can be overtaken only with the help of a larger prefactor. In the contribution to diffusion, a longer jump can do the same, as part (b) shows.

Here $R=100$, so there is one crossover. Setting (2) to zero gives $k_BT^*\ln R=\Delta E$, or

$$T^*=\frac{\Delta E}{k_B\ln R}. \tag{3}$$

With $\ln 100=4.605$,

$$k_BT^*=\frac{0.10\ \text{eV}}{4.605}=0.0217\ \text{eV},\qquad T^*=\frac{0.0217\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}\approx252\ \text{K}.$$

Since the logarithm in (2) rises with temperature, exchange is faster above 252 K and hopping below. This answers (a). A numerical search for the temperature at which the two rate laws agree gives the same value.

### The rate at the crossover

The common rate can be found without using $k_B$. From (3), $1/(k_BT^*)=\ln R/\Delta E$, so

$$k_h(T^*)=\nu_h\,e^{-E_h\ln R/\Delta E}=\nu_h\,R^{-E_h/\Delta E}=10^{12}\times100^{-4}\ \text{s}^{-1}=10^{4}\ \text{s}^{-1}.$$

The exchange rate follows in the same way, with $E_x/\Delta E=5$:

$$k_x(T^*)=\nu_x\,R^{-E_x/\Delta E}=10^{14}\times100^{-5}\ \text{s}^{-1}=10^{4}\ \text{s}^{-1}.$$

The two agree, as they must.

### How sharp the crossover is

Equation (3) also says that $\Delta E/k_B=T^*\ln R$. Inserted in (1), this gives

$$\frac{k_x}{k_h}=R\,e^{-(T^*/T)\ln R}=R^{\,1-T^*/T}. \tag{4}$$

The ratio is 0.30 at 200 K and 2.1 at 300 K. The change of leading process is gradual, and both processes matter over a wide range around $T^*$.

The same ratio fixes the odds for a single event. The probability that no jump of either kind has occurred up to time $t$ is $e^{-(k_h+k_x)t}$, and an exchange then follows within $dt$ with probability $k_x\,dt$. The next event is therefore an exchange with probability

$$p_x=\int_0^\infty k_x\,e^{-(k_h+k_x)t}\,dt=\frac{k_x}{k_h+k_x}.$$

This is 0.23 at 200 K, one half at $T^*$ and 0.68 at 300 K.

### The trace in an Arrhenius plot

Let $K=k_h+k_x$ be the total event rate and $\beta=1/(k_BT)$. Since $dk_h/d\beta=-E_hk_h$ and $dk_x/d\beta=-E_xk_x$, the apparent barrier read from the slope of $\ln K$ is

$$E_{\text{app}}=-\frac{d\ln K}{d\beta}=\frac{k_hE_h+k_xE_x}{k_h+k_x}=E_h+p_x\,\Delta E .$$

It is 0.42 eV at 200 K, 0.45 eV at $T^*$ and 0.47 eV at 300 K. At low temperature it tends to $E_h$. At high temperature $k_x/k_h\to R$, so $p_x\to R/(1+R)=100/101$ and $E_{\text{app}}$ tends to 0.499 eV, slightly below $E_x$. A straight line fitted over a limited range around the crossover would return an intermediate energy that belongs to neither process. These values refer to the event rate $K$. In a plot of the diffusion coefficient (5) below, the weights are $k_h$ and $2k_x$, and the apparent barrier at $T^*$ is $E_h+\tfrac23\Delta E\approx0.467$ eV.

### Which process carries the diffusion

Question (b) needs the jump lengths. Take a square lattice of adatom sites with spacing $d$. Let hops lead to the four nearest sites, at distance $d$, and exchanges to the four diagonal sites, at distance $\sqrt2\,d$, with equal probability for each direction. The position followed is that of the adatom, whichever atom plays that role. A tagged atom would behave differently, because it becomes part of the surface layer in an exchange.

After jumps $\mathbf r_1,\mathbf r_2,\dots$ the squared displacement is $\sum_i r_i^2+\sum_{i\neq j}\mathbf r_i\cdot\mathbf r_j$. The jumps are independent and each has zero mean, so the cross terms average to zero. In a time $t$ there are on average $k_ht$ hops and $k_xt$ exchanges, hence

$$\langle r^2\rangle=k_ht\,d^2+k_xt\,(2d^2).$$

In two dimensions $\langle r^2\rangle=4Dt$, which gives

$$D=\frac{k_hd^2}{4}+\frac{k_xd^2}{2}. \tag{5}$$

The two terms are equal when $k_x/k_h=1/2$. By (1) this means $R\,e^{-\Delta E/\tau}=1/2$, or $\Delta E/\tau=\ln(2R)$, so that

$$T_D=\frac{\Delta E}{k_B\ln(2R)}\approx219\ \text{K}.$$

The answer to (b) is that exchange already carries more of the diffusion from 219 K on, 33 K below the temperature at which it becomes the more frequent process. Between the two temperatures hops are more frequent, but the longer exchange jumps contribute more to $D$.

At 235 K, for example, $k_h=2.64\times10^3$ s$^{-1}$ and $k_x=1.89\times10^3$ s$^{-1}$. With $d=3$ angstrom, the hops contribute

$$\frac{2.64\times10^3\times9}{4}\approx5.9\times10^3\ \text{angstrom}^2/\text{s}$$

and the exchanges

$$\frac{1.89\times10^3\times9}{2}\approx8.5\times10^3\ \text{angstrom}^2/\text{s}.$$

Propagating the master equation for the adatom on a finite lattice confirms (5). The value of $T_D$ depends on the assumed jump lengths, whereas $T^*$ does not, as long as the prefactors are totals over all directions. In this geometry a crossover in $D$ exists whenever $2R>1$, even if exchange never becomes the more frequent process.

## Comparison of the two

The scaling estimate is too high by the factor

$$\frac{T_{\text{est}}}{T^*}=\ln R\approx4.6 .$$

The undetermined function is $f(R)=1/\ln R$, and the guess $f=1$ would be right for $R=e$. At 1160 K the rate ratio (1) is $100/e\approx37$, so exchange has by then been ahead for a long time. The prefactor enters only through its logarithm, but a ratio of 100 is large enough for that logarithm to matter.

The estimate also lands where the model itself is less secure. Treating jumps as rare, independent events requires barriers well above the thermal energy. At $T^*$ the ratios are $E_h/\tau=18.4$ and $E_x/\tau=23.0$, which satisfies this comfortably. At $T_{\text{est}}$, where $\tau=0.10$ eV, they are only 4 and 5.

The exact formula further shows how far the result depends on its inputs. Because $T^*$ is proportional to $\Delta E$, a change of 0.01 eV in the barrier difference, which is 10% of it, moves the crossover by 10%, to 227 K or 277 K. Halving $R$ raises it to 297 K, and doubling $R$ lowers it to 219 K. The last value coincides with $T_D$ because both contain $\ln 200$. The shifts are unequal because $T^*$ varies as $1/\ln R$, which is steeper at smaller $R$. The figure of 252 K is thus a consequence of the stated parameters. For a real surface with a prefactor ratio near 100, an uncertainty of a few hundredths of an eV in the barrier difference would leave the crossover uncertain by many tens of kelvin. By (3), the same uncertainty in $\Delta E$ shifts $T^*$ by more kelvin when $R$ is closer to 1 and by fewer when $R$ is larger, while the relative shift is the same for every $R$.

If the prefactors vary with temperature, $R$ becomes $R(T)$ and (3) turns into the implicit condition $k_BT\ln R(T)=\Delta E$. The proof that there is one crossover then no longer applies as it stands, since it used a constant $\ln R$ in (2).

The numerical output below lists the rates, probabilities and apparent barriers from 150 K to 400 K.

## Table of computed values

```
hopping barrier = 0.40 eV, prefactor = 1e+12 1/s
exchange barrier = 0.50 eV, prefactor = 1e+14 1/s
Boltzmann constant = 8.617333e-05 eV/K
barrier difference = 0.10 eV
prefactor ratio R = 100
ln R = 4.60517
crossover T*, closed formula = 251.99 K
crossover T*, root search = 251.99 K
thermal energy k_B T* = 0.02171 eV
E_hop/(k_B T*) = 18.42
E_exc/(k_B T*) = 23.03
common rate at T* = 1.0000e+04 1/s
columns: T (K), k_hop (1/s), k_exc (1/s), k_exc/k_hop,
         probability exchange is next, apparent barrier (eV)
 150.00 3.636e-02 1.588e-03   0.0437 0.0418 0.4042
 200.00 8.326e+01 2.515e+01   0.3021 0.2320 0.4232
 251.99 1.000e+04 1.000e+04   1.0000 0.5000 0.4500
 300.00 1.907e+05 3.984e+05   2.0897 0.6763 0.4676
 400.00 9.125e+06 5.015e+07   5.4961 0.8461 0.4846
site spacing d = 3.0 angstrom
equal contributions to D at T_D = 219.02 K
k_hop/k_exc at T_D = 2.0000
at 235 K: k_hop = 2.640e+03 1/s
at 235 K: k_exc = 1.893e+03 1/s
at 235 K: D from hops = 5.941e+03 angstrom^2/s
at 235 K: D from exchange = 8.517e+03 angstrom^2/s
sensitivity: barrier difference (eV), R, crossover (K)
0.09   100  226.79
0.11   100  277.19
0.10    50  296.64
0.10   200  219.02
```
